# Detailed-balance kinetic Monte Carlo rates for electrochemical deposition and dissolution: a numerical check

```python
# Result under test: for a solid-on-solid deposit the rates
#   attach(n) = K0*a*exp(-alpha*g - lam*b*(2-n))
#   remove(n) = K0*exp((1-alpha)*g + (1-lam)*b*(2-n))
# obey detailed balance at every potential and give zero stationary growth
# at the Nernst potential.
# n: lateral neighbours of the atom added or removed; a: ion activity;
# b = PHI/kT with PHI the bond energy; g = z*e*(E-E0)/kT;
# alpha, lam: shares of the electrical and bond terms (any real numbers).
# Heights are periodic in both directions. An axis of length 2 has double bonds.
import itertools
import numpy as np
from scipy import constants as const

T = 298.15
KT = const.k * T / const.e          # thermal energy in eV
Z, PHI, K0, ACT, ALPHA = 2, 0.05, 100.0, 0.01, 0.5
B = PHI / KT
E_EQ = KT / Z * np.log(ACT)         # equilibrium potential relative to E0, V
rng = np.random.default_rng(2024)


def rates(n, offset, act=ACT, alpha=ALPHA, lam=0.0):
    """Attachment and removal rates in 1/s; offset = E - E0 in V."""
    g = Z * offset / KT
    bond = B * (2 - np.asarray(n))
    attach = K0 * act * np.exp(-alpha * g - lam * bond)
    remove = K0 * np.exp((1 - alpha) * g + (1 - lam) * bond)
    return attach, remove


def neighbour_counts(h):
    """Numbers of neighbours strictly higher, and at least as high."""
    higher = np.zeros(h.shape, dtype=int)
    at_least = np.zeros(h.shape, dtype=int)
    for axis in (-1, -2):
        for shift in (1, -1):
            other = np.roll(h, shift, axis)
            higher += other > h
            at_least += other >= h
    return higher, at_least


def step_sum(h):
    """Sum of |height difference| over all lateral bonds."""
    return sum(np.abs(h - np.roll(h, 1, ax)).sum() for ax in (-1, -2))


def cube_energy(h):
    """Bond energy in eV by explicit counting of touching cubes."""
    occ = np.arange(12)[:, None, None] < h[None]
    bonds = (occ[1:] & occ[:-1]).sum()
    for ax in (1, 2):
        bonds += (occ & np.roll(occ, 1, ax)).sum()
    return -PHI * bonds


# --- Detailed balance against explicit cube counting, random conditions ---
worst_ratio = 0.0
for trial in range(300):
    h = rng.integers(2, 7, size=(4, 5))
    site = (rng.integers(4), rng.integers(5))
    new = h.copy()
    new[site] += 1
    act, alpha, lam = rng.uniform(0.001, 1), rng.random(), rng.random()
    offset = rng.uniform(-0.2, 0.2)
    supply = -3 * PHI + KT * np.log(act) - Z * offset
    d_omega = cube_energy(new) - cube_energy(h) - supply
    up = rates(neighbour_counts(h)[0][site], offset, act, alpha, lam)[0]
    down = rates(neighbour_counts(new)[1][site], offset, act, alpha, lam)[1]
    worst_ratio = max(worst_ratio, abs(np.log(up / down) + d_omega / KT))
    surface_form = -3 * PHI * h.sum() + PHI / 2 * step_sum(h) + PHI * h.size
    assert abs(cube_energy(h) - surface_form) < 1e-10
assert worst_ratio < 1e-9

# --- All surface shapes of a small cell with limited height span ---
CELL, SPAN = (3, 2), 2
SITES = CELL[0] * CELL[1]
shapes = [s for s in itertools.product(range(SPAN + 1), repeat=SITES)
          if min(s) == 0]
index = {s: i for i, s in enumerate(shapes)}
moves = []
for s in shapes:
    h = np.array(s).reshape(CELL)
    higher = neighbour_counts(h)[0].ravel()
    for i in range(SITES):
        new = h.copy()
        new.flat[i] += 1
        if new.max() - new.min() > SPAN:
            continue
        strict, at_least = neighbour_counts(new)
        target = index[tuple(int(v) for v in (new - new.min()).ravel())]
        moves.append((index[s], target, higher[i],
                      at_least.flat[i], strict.flat[i]))
src, dst, n_up, n_down, n_wrong = np.array(moves).T


def solve_chain(eta, alpha=ALPHA, lam=0.0, removal_n=n_down):
    """Stationary shape distribution, growth (layers/s), entropy rate (k_B/s)."""
    up = rates(n_up, E_EQ + eta, ACT, alpha, lam)[0]
    down = rates(removal_n, E_EQ + eta, ACT, alpha, lam)[1]
    W = np.zeros((len(shapes), len(shapes)))
    np.add.at(W, (dst, src), up)
    np.add.at(W, (src, dst), down)
    W -= np.diag(W.sum(axis=0))
    W[-1] = 1.0
    rhs = np.zeros(len(shapes))
    rhs[-1] = 1.0
    p = np.linalg.solve(W, rhs)
    forward, backward = p[src] * up, p[dst] * down
    flux = forward - backward
    entropy = np.sum(flux * np.log(forward / backward))
    return p, flux.sum() / SITES, entropy


boltzmann = np.array([np.exp(-B / 2 * step_sum(np.array(s).reshape(CELL)))
                      for s in shapes])
boltzmann /= boltzmann.sum()
worst_zero, worst_p = 0.0, 0.0
for alpha, lam in ((0.5, 0.0), (0.3, 0.5), (0.7, 1.0), (0.5, 0.25)):
    p, growth, _ = solve_chain(0.0, alpha, lam)
    worst_zero = max(worst_zero, abs(growth))
    worst_p = max(worst_p, np.abs(p - boltzmann).max())
assert worst_zero < 1e-8 and worst_p < 1e-10

exact = {}
for eta in (-0.010, -0.005, 0.005, 0.010):
    _, growth, entropy = solve_chain(eta)
    exact[eta] = (growth, entropy)
    assert growth * eta < 0 and entropy > 0
    assert abs(entropy + Z * eta / KT * growth * SITES) < 1e-7 * entropy
wrong_growth = solve_chain(0.0, removal_n=n_wrong)[1]
assert abs(wrong_growth) > 0.1

# --- First instant of a flat surface at the equilibrium potential ---
nu = K0 * ACT ** (1 - ALPHA)
flat = index[(0,) * SITES]
flat_growth = (rates(n_up[src == flat], E_EQ)[0].sum()
               - rates(n_down[dst == flat], E_EQ)[1].sum()) / SITES
assert abs(flat_growth - nu * (1 - np.exp(-2 * B))) < 1e-9


def kinetic_monte_carlo(size, replicas, eta, burn, end, span=10**6):
    """Independent replicas; fluxes in layers/s within burn < t <= end."""
    h = np.zeros((replicas,) + size, dtype=int)
    sites = size[0] * size[1]
    who = np.arange(replicas)
    clock = np.zeros(replicas)
    added, removed = np.zeros(replicas), np.zeros(replicas)
    up_table, down_table = rates(np.arange(5), E_EQ + eta)
    while clock.min() < end:
        higher, at_least = neighbour_counts(h)
        lowest = h.min(axis=(1, 2), keepdims=True)
        highest = h.max(axis=(1, 2), keepdims=True)
        up = up_table[higher] * (h < lowest + span)
        down = down_table[at_least] * (h > highest - span)
        table = np.concatenate((up.reshape(replicas, sites),
                                down.reshape(replicas, sites)), axis=1)
        cumulative = np.cumsum(table, axis=1)
        total = cumulative[:, -1]
        clock += rng.exponential(size=replicas) / total
        mark = rng.random(replicas) * total
        pick = (cumulative <= mark[:, None]).sum(axis=1)
        is_up = pick < sites
        h.reshape(replicas, sites)[who, pick % sites] += np.where(is_up, 1, -1)
        counted = (clock > burn) & (clock <= end)
        added += is_up & counted
        removed += ~is_up & counted
    scale = sites * (end - burn)
    net = (added - removed) / scale
    return (added.mean() / scale, removed.mean() / scale, net.mean(),
            net.std(ddof=1) / np.sqrt(replicas))


# --- Monte Carlo engine against the exact driven growth of the small cell ---
small = kinetic_monte_carlo(CELL, 1000, -0.010, 2.0, 6.0, SPAN)
assert abs(small[2] - exact[-0.010][0]) < 4 * small[3]
assert small[2] > 10 * small[3]

# --- Larger surface: deposition, equilibrium, dissolution ---
BURN, END, REPLICAS = 0.5, 2.5, 160
runs = {eta: kinetic_monte_carlo((8, 8), REPLICAS, eta, BURN, END)
        for eta in (-0.010, 0.0, 0.010)}
assert abs(runs[0.0][2]) < 4 * runs[0.0][3]
assert runs[-0.010][2] > 5 * runs[-0.010][3]
assert runs[0.010][2] < -5 * runs[0.010][3]

print(f"temperature: {T} K;  kT: {KT:.6f} eV")
print(f"charge number z: {Z};  bond energy: {PHI} eV;  b = phi/kT: {B:.4f}")
print(f"k0: {K0} 1/s;  activity: {ACT};  alpha: {ALPHA};  lambda: 0")
print(f"E_eq - E0: {1000 * E_EQ:.3f} mV")
print(f"kink exchange rate nu: {nu:.4f} 1/s")
print("rates at E_eq: n, attachment (1/s), removal (1/s)")
for n in range(5):
    k_up, k_down = rates(n, E_EQ)
    print(f"  {n}  {k_up:.4f}  {k_down:.4f}")
k_up, k_down = rates(2, E_EQ - 0.010)
print(f"kink at eta = -10 mV: attach {k_up:.4f}, remove {k_down:.4f} 1/s")
print(f"z e (10 mV)/kT: {Z * 0.010 / KT:.4f}")
print(f"largest error of ln(rate ratio), 300 cube counts: {worst_ratio:.1e}")
print(f"3x2 cell, span <= {SPAN}: {len(shapes)} shapes, {len(src)} move pairs")
print(f"largest |growth| at E_eq, 4 (alpha, lambda): {worst_zero:.1e} layers/s")
print(f"largest deviation from Boltzmann probability: {worst_p:.1e}")
print("exact 3x2 cell: eta (mV), growth (layers/s), entropy rate (k_B/s)")
for eta, (growth, entropy) in exact.items():
    print(f"  {1000 * eta:+.0f}  {growth:+.5f}  {entropy:.5f}")
print(f"wrong removal count, growth at E_eq: {wrong_growth:+.4f} layers/s")
print(f"flat surface at E_eq, initial growth: {flat_growth:+.4f} layers/s")
print(f"Monte Carlo 3x2, eta = -10 mV: {small[2]:+.4f} "
      f"+/- {small[3]:.4f} layers/s (1000 replicas, 2 to 6 s)")
print(f"Monte Carlo 8x8: {REPLICAS} replicas, window {BURN} to {END} s")
print("eta (mV), attached, removed, net, standard error (layers/s)")
for eta, (gain, loss, net, err) in runs.items():
    print(f"  {1000 * eta:+.0f}  {gain:.4f}  {loss:.4f}  {net:+.4f}  {err:.4f}")
print("verified")
```

Output:

```
temperature: 298.15 K;  kT: 0.025693 eV
charge number z: 2;  bond energy: 0.05 eV;  b = phi/kT: 1.9461
k0: 100.0 1/s;  activity: 0.01;  alpha: 0.5;  lambda: 0
E_eq - E0: -59.159 mV
kink exchange rate nu: 10.0000 1/s
rates at E_eq: n, attachment (1/s), removal (1/s)
  0  10.0000  490.1736
  1  10.0000  70.0124
  2  10.0000  10.0000
  3  10.0000  1.4283
  4  10.0000  0.2040
kink at eta = -10 mV: attach 14.7583, remove 6.7759 1/s
z e (10 mV)/kT: 0.7784
largest error of ln(rate ratio), 300 cube counts: 6.9e-14
3x2 cell, span <= 2: 665 shapes, 2724 move pairs
largest |growth| at E_eq, 4 (alpha, lambda): 2.9e-15 layers/s
largest deviation from Boltzmann probability: 4.4e-16
exact 3x2 cell: eta (mV), growth (layers/s), entropy rate (k_B/s)
  -10  +2.01733  9.42215
  -5  +0.71187  1.66242
  +5  -0.43367  1.01274
  +10  -0.82599  3.85787
wrong removal count, growth at E_eq: -213.8160 layers/s
flat surface at E_eq, initial growth: +9.7960 layers/s
Monte Carlo 3x2, eta = -10 mV: +1.9833 +/- 0.0185 layers/s (1000 replicas, 2 to 6 s)
Monte Carlo 8x8: 160 replicas, window 0.5 to 2.5 s
eta (mV), attached, removed, net, standard error (layers/s)
  -10  14.7731  11.9460  +2.8271  0.0259
  +0  10.0039  9.9995  +0.0044  0.0051
  +10  6.7790  8.0180  -1.2390  0.0257
verified
```
